# Splitting simulated ions to sample the deep tail of implant profiles

Suppose that 20000 boron ions of 10 keV are followed, collision by collision, into amorphous silicon. Near the peak of the profile a window of 10 nm collects about 3000 of them. Beyond 128 nm the run finds two. The expected number there, from the method derived below, is about 1, so the direct simulation says almost nothing about this part of the profile.

The reason is elementary. Let $f=1$ if an ion stops in the region of interest and $f=0$ otherwise, and let $P=E[f]$. Since $f^2=f$, the variance is $E[f^2]-P^2=P(1-P)$. The mean over $N$ independent ions has the relative standard error

$$\frac{1}{P}\sqrt{\frac{P(1-P)}{N}}=\sqrt{\frac{1-P}{NP}} .$$

With $P=5.2\times10^{-5}$, an error of 10 % of $P$ needs $N\approx1/(0.01P)\approx1.9\times10^6$ ions. At 294 collisions per ion this is $5.7\times10^8$ collisions, nearly all spent on ions that stop where the profile is already known.

## The repair and its rules

An ion that has reached an unusual depth is a valuable starting point. Instead of waiting for another one, we can continue the same one several times. Counting each continuation as a full ion would inflate the tail, so the weight must be shared.

Choose planes at increasing depths $z_1<\dots<z_K$ and an integer $m\ge2$. Each source ion starts with weight 1, and its descendants form a family.

1. Move every travelling ion through one free flight and one collision.
2. If it has stopped or left through the surface, record its final depth, weight and family.
3. If it is still moving and lies at or beyond planes that its lineage has not used, replace it by $m$ copies for each such plane ($m^2$ for two planes), sharing the weight equally.
4. Give the copies the record of used planes, and draw their later collisions independently.

The record matters because an ion may turn back and cross a plane again. After $k$ planes its weight is $1/M_k$, with $M_k=m^k$ and $M_0=1$. No weight is discarded, so the final weights of a family, including ions that left through the surface, add up to 1.

Two assumptions enter. First, the state $x$ (depth, direction, energy) determines the law of everything that follows: the motion is a Markov chain. Second, the target does not respond to the simulated ions. If damage left by one ion changes the path of another, copies influence each other, and the argument below does not apply.

## Why the mean is unchanged

Let $h(x)=E[f\mid x]$ be the chance that an ordinary, unsplit ion in state $x$ finally scores. For a stopped ion $h=f$; for the source ion $h=P$.

For an ordinary ion, let $X_0$ be the starting state and $X_k$ the state at the first collision site at or beyond plane $k$ where it is still moving. If it stops before that, $X_k$ denotes its stopped state. Let $X_{K+1}$ be the final stopped state. Averaging first over what happens up to $X_{k+1}$ and then over the rest gives

$$E[h(X_{k+1})\mid X_k=x]=h(x). \tag{1}$$

Now work backwards. An ion of weight $w$ arriving at the last plane in state $x$ becomes $m$ ions of weight $w/m$. Their expected total score is

$$m\,\frac{w}{m}\,h(x)=w\,h(x),$$

the same as without splitting. Suppose this holds from plane $k+1$ onwards. A copy made at plane $k$ then has the expected score $(w/m)\,E[h(X_{k+1})\mid x]=(w/m)h(x)$ by (1), and $m$ copies again give $wh(x)$. By induction the family score $S=\sum_i w_if_i$ satisfies

$$E[S]=P . \tag{2}$$

The argument holds for every depth window, and hence for the whole expected profile. It also holds for any function of the state on arrival at a plane, which will be needed shortly.

Independence of the copies was not used: expectations add whether or not the terms are correlated. What is needed is that each copy, taken alone, follows the ordinary collision law, and that the decision to split uses the past and not the future. Copying ions because they are about to suffer a favourable collision would break (2).

## Where the variance goes

Copies share their history, so they cannot be worth as much as independent ions. To see what they are worth, divide the ordinary variance according to where it arises:

$$v_k=E\!\left[\big(h(X_{k+1})-h(X_k)\big)^2\right].$$

Expanding the square gives a cross term $-2E[h(X_{k+1})h(X_k)]$. By (1) this equals $-2E[h(X_k)^2]$, so

$$v_k=E[h(X_{k+1})^2]-E[h(X_k)^2]. \tag{3}$$

The sum over $k=0,\dots,K$ telescopes to $E[f^2]-P^2=P(1-P)$, as it must.

For a family, define $T_k=\sum_iw_ih(X_k^{(i)})$, summed over all members when they arrive at plane $k$ or have stopped earlier. Then $T_0=P$ and $T_{K+1}=S$. Splitting at plane $k$ does not change $T_k$, since $m(w/m)h=wh$. With $w_i$ now the weights after that split,

$$T_{k+1}-T_k=\sum_i w_i\left[h(X_{k+1}^{(i)})-h(X_k^{(i)})\right].$$

Given the states at plane $k$, each bracket has mean zero by (1). Independent copies have no cross terms, so the conditional variance is $\sum_iw_i^2D_k(X_k^{(i)})$, where $D_k(x)$ is the variance of $h(X_{k+1})$ for an ordinary ion with $X_k=x$. Stopped ions have $D_k=0$, and all moving ones have weight $1/M_k$. One factor of the weight can therefore be taken out:

$$\sum_iw_i^2D_k=\frac1{M_k}\sum_iw_iD_k .$$

By the unbiasedness just shown, the mean of the last sum is $E[D_k(X_k)]=v_k$. Increments of different stages are uncorrelated, because each has mean zero given everything before it. Hence

$$\operatorname{Var}S=\sum_{k=0}^{K}\frac{v_k}{M_k}. \tag{4}$$

Every term is at most the ordinary one, so for a fixed number of source ions splitting never raises the variance. The term $v_0$, created before the first plane, is untouched: no number of copies replaces independent histories up to $z_1$. If the copies were given identical random numbers, they would stay together, $S$ would equal $f$, and the variance would return to $P(1-P)$. Independence thus supplies the benefit, not the correct mean.

## The price in collisions

Let $c_k$ be the mean number of collisions that an ordinary ion makes in stage $k$, after first reaching plane $k$ and before first reaching plane $k+1$ or stopping. By unbiasedness the weighted number in a family is also $c_k$. Each ion there has weight $1/M_k$, so the actual mean number is $M_kc_k$, and the work per source ion is

$$C=\sum_kM_kc_k. \tag{5}$$

With $N$ families the squared error is $\operatorname{Var}S/N$ and the work is $NC$. Their product does not depend on $N$ and is the proper measure of cost. The gain at equal work is

$$G=\frac{P(1-P)\sum_kc_k}{\left(\sum_kv_k/M_k\right)\left(\sum_kM_kc_k\right)}. \tag{6}$$

The Cauchy–Schwarz inequality, applied to the numbers $\sqrt{v_k/M_k}$ and $\sqrt{M_kc_k}$, bounds the denominator from below by $\left(\sum_k\sqrt{v_kc_k}\right)^2$. Equality requires the two sets to be proportional, that is $M_k\propto\sqrt{v_k/c_k}$. Copies belong where much variance is created by few collisions. This optimum allows any positive real $M_k$; integer splitting may not attain it.

A simple limit shows what can be hoped for. Let the score be a depth beyond all planes, let $p_k$ be the chance of reaching plane $k$, with $p_0=1$ and $p_{K+1}=P$, and suppose that all ions arriving at a plane have the same prospects. Then $h(X_k)=P/p_k$ on arrival and 0 for ions that stopped earlier, so

$$E[h(X_k)^2]=p_k\left(\frac{P}{p_k}\right)^2=\frac{P^2}{p_k},\qquad v_k=P^2\left(\frac1{p_{k+1}}-\frac1{p_k}\right).$$

For planes with $p_k=m^{-k}$, including $P=m^{-(K+1)}$, this gives $v_k=P^2m^k(m-1)$. Each stage contributes the same amount $P^2(m-1)$ to (4), and

$$\frac{\operatorname{Var}S}{P^2}=(K+1)(m-1)=\frac{(m-1)\ln(1/P)}{\ln m}. \tag{7}$$

Direct simulation has $1/P-1$ instead. A reciprocal has become a logarithm, under the condition of equal prospects at each plane.

The opposite case is a window well in front of the first plane. Few ions that pass $z_1$ come back to it, so nearly all its variance is in $v_0$. The variance stays, the work rises, and $G<1$. Splitting moves effort from the shallow profile to the tail.

## A walk that can be solved exactly

A walker starts at site 0 with 40 units of energy, moving inwards. Each step takes it one site along its direction. It then reverses with probability 0.1 and loses 1, 2 or 3 units with probabilities 0.4, 0.3 and 0.3. It stops when no energy is left or when it leaves the surface. Planes lie at sites 4, 8, 12, 16, 20 and 23, with $m=3$, and the tail is site 26 and beyond.

Equation (4) can be tested here by a route that does not use the $v_k$. Let $s$ be the mean square score of a family started with unit weight in a given state. If $n$ independent copies share the weight, there are $n$ equal pairs and $n(n-1)$ unequal ones, so the mean square becomes

$$\frac{ns+n(n-1)h^2}{n^2}=\frac sn+\left(1-\frac1n\right)h^2 .$$

Since energy falls at every step, this can be evaluated backwards from the stopped states. It gives $\operatorname{Var}S=2.8493\times10^{-5}$, and the sum (4) gives the same number. The simulated families give $2.835\times10^{-5}$, with a standard error of 4.4 %. Their tail fraction, $(1.777\pm0.038)\times10^{-3}$, agrees with the exact $1.806\times10^{-3}$.

The ordinary variance is $1.802\times10^{-3}$, larger by a factor of 63. The work rises from 15.8 to 263 collisions, a factor of 16.6. The gain is therefore $63/16.6=3.8$, against 5.3 for the best real $M_k$ at these planes. For the score "site 3 or deeper" the gain is 0.12: a loss by a factor of more than eight. Judging the method by variance per source ion alone would miss this.

## Boron in amorphous silicon

The ions enter at normal incidence a target of $n=50$ atoms/nm³. They fly $L=n^{-1/3}=0.271$ nm between collisions. Impact parameters are uniform over a disk of radius $b_{\max}$ with $\pi b_{\max}^2Ln=1$, so $b_{\max}=0.153$ nm. The angle in the centre-of-mass frame is

$$\theta=\pi-2b\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-V(r)/E_c-b^2/r^2}},\qquad E_c=\frac{M_2E}{M_1+M_2},$$

where $r_0$ is the turning point, $V$ the universal screened Coulomb potential with screening length 0.0143 nm, and $M_1$, $M_2$ the masses of ion and target atom. The ion loses $4M_1M_2E\sin^2(\theta/2)/(M_1+M_2)^2$ to the atom and turns by $\psi$, with $\tan\psi=\sin\theta/(\cos\theta+M_1/M_2)$, about a random azimuth. Electrons act as a smooth drag proportional to speed, the Lindhard–Scharff form, equal to 65 eV/nm at 10 keV. Ions below 20 eV are stopped.

Separate pilot runs placed 14 planes where the fraction stopping deeper is roughly $1/2,1/4,\dots,2^{-14}$; they run from 43.7 to 127.4 nm. Since the main run uses fresh random numbers, this choice does not bias it. With $m=2$, ions that travel on past the last plane have weight $2^{-14}=1/16384$.

| | ordinary | split |
|---|---|---|
| source ions | 20000 | 4000 |
| collisions per source | 294 | 796 |
| total collisions | 5.9 million | 3.2 million |
| mean depth of ions that stay in the target (nm) | 46.2 ± 0.2 | 46.2 ± 0.3 |

For the fractions beyond each of the first seven planes, the two runs differ by at most 0.8 standard errors. A dose $\Phi$ and a fraction $p$ in a window $\Delta z$ give the concentration $\Phi p/\Delta z$. For $\Phi=10^{15}$ cm⁻², the split run gives $1.6\times10^{20}$ cm⁻³ at 40–50 nm and $2.7\times10^{17}$ cm⁻³ at 120–130 nm, with errors of 3 % and 11 % of these values. In the second window the ordinary run found 2 ions where the split result predicts 5.4, a deficit that chance would produce in about one run in ten if 5.4 were exact. This split run lies high in the deepest windows, as seen below, and with about 4.3 expected the chance is one in five.

Beyond 128 nm the split fraction is $(5.2\pm0.9)\times10^{-5}$. Ordinary ions are too few to confirm it, so a second run used every other plane with four copies each. It gave $(4.5\pm0.9)\times10^{-5}$, in agreement. These error bars are themselves poorly known, for a reason discussed below: a further run of 6000 fresh families gave $(2.8\pm0.4)\times10^{-5}$, so a single run establishes the tail only to within a factor of about two. Pooled by number of families, the three runs give $3.9\times10^{-5}$: the first run, whose figures are used in the estimates here, lies on the high side.

The flight rule is part of the model too. Halving $L$, with $b_{\max}$ raised by $\sqrt2$ to keep the density, leaves the mean depth unchanged within 0.1 nm but raises the tail by about 15 %, less than the statistical errors of these runs. Exponentially distributed flights of the same mean length leave the mean depth and the concentration at 40–50 nm unchanged to about 1 %, but raise the tail by roughly a third; a run with them gave $(5.8\pm0.9)\times10^{-5}$.

The relative error estimated from the first split run is 18 %. For the same 3.2 million collisions one could follow about 10800 ordinary ions, expect 0.56 in the tail, and have an error of $1/\sqrt{0.56}=134$ %. The squared ratio of the errors is the gain, about 58, not counting the pilot runs; like the tail itself, it is uncertain by a factor of about two. In the window from 0 to 21.9 nm the gain is 0.36, close to the ratio of work $294/796=0.37$: as argued above, the variance there hardly changes.

## How far the error bars can be trusted

Each ion found beyond 128 nm carries weight $1/16384$, so the tail holds about $5.2\times10^{-5}\times4000\times16384\approx3400$ ions. Treated as independent, they would suggest an error of $1/\sqrt{3400}=1.7$ %. The scatter between families gives 18 %, ten times more. In accuracy, these 3400 relatives are worth $1/0.18^2\approx30$ independent ions. Errors must be computed from family sums.

The relative variance per family is $4000\times0.176^2\approx120$, while (7) would give about 14. The difference can be traced. Inserting (3) into (4) and collecting equal terms gives

$$\operatorname{Var}S=\frac{P}{M_K}-P^2+\sum_{k=1}^{K}E[h(X_k)^2]\left(\frac1{M_{k-1}}-\frac1{M_k}\right).$$

With equal prospects, $E[h(X_k)^2]=P^2/p_k$, and each term of the sum is $P^2(m-1)/(p_kM_k)$. At least as many ions reach a plane as stop beyond it, so $p_kM_k\ge1$ up to the pilot's error, which reaches about 30 % at the deepest planes, and the 14 terms add up to at most about $16P^2$. The excess must come from unequal prospects: ions arriving at the same plane differ in energy and direction, and a few of them carry much of the tail. The proofs allow for a remedy. Any surface in the space of depth, direction and energy may replace a plane, provided that the crossing is decided from the past, and surfaces of equal $h$ would nearly restore the condition behind (7). They would not do so exactly, because a single flight and collision can carry an ion some way past the surface.

Unequal prospects also endanger the error estimate itself. A sampled variance is essentially the mean of $(S-P)^2$ over $N$ families, so its relative standard error is $\sqrt{(\mu_4/\sigma^4-1)/N}$, with $\mu_4$ the fourth central moment and $\sigma^2=\operatorname{Var}S$. In the lattice walk this was 4.4 % for 20000 families. With planes at 8, 14, 19, 22, 25 and 27 and the tail beginning at site 30, it is 44 % even for 40000. Depth and planes both changed, so the comparison does not separate their effects, but it shows that an error bar can be poorly known while the mean remains unbiased.

## The model beside the real implant

At the dose used above, the largest concentration, $1.6\times10^{20}$ cm⁻³, is 0.3 % of the silicon density, so the ions barely alter the composition they meet. The assumption of an amorphous target is more restrictive. In crystalline silicon, ions that enter nearly parallel to a ⟨100⟩ row of atoms can be steered along the channels, and a beam at normal incidence on a (100) wafer is parallel to such rows. The angle $\sqrt{2Z_1Z_2e^2/(4\pi\varepsilon_0Ed)}=11^\circ$ in the numerical output, with atomic spacing $d=0.543$ nm, is a high-energy estimate and too large here: at that angle an ion would move 0.1 nm sideways from one atom of the row to the next, about seven times the screening length, so the row could not act as a continuous wall. The deep tail is then governed by channelling and by the damage that gradually closes the channels, and the figures above apply only before annealing and to silicon preamorphised to a depth greater than that of the tail. How far channelling would raise the tail was not calculated.

Even for amorphous silicon the electronic drag is uncertain by tens of per cent, and for slow boron the Lindhard–Scharff value is probably too low. Raising it by 20 %, with the planes held fixed, moves the mean depth from 46 to 44 nm but reduces the fraction beyond 128 nm to a few hundredths of its value. The run listed in the output gave a factor of $0.02\pm0.01$, resting on few families; with planes moved to suit the shorter range the factor was between 0.03 and 0.06, depending on the reference run.

Fluctuations of the electronic loss matter less. If single transfers lie between 0 and $T_{\max}$, the variance of the loss is at most $T_{\max}$ times its mean, because $T^2\le T_{\max}T$. For free valence electrons at entry, $T_{\max}=12$ eV. A run with Gaussian fluctuations of this upper size changed the tail by a factor $0.89\pm0.25$, which is no resolved change, and the reference run is itself high. Fluctuations of this size in fact raise the tail, by about 15 %, still little beside the effect of the mean drag.

Splitting thus brings the statistical uncertainty of the tail to within a factor of about two, well below the error from the stopping law. More copies cannot reduce the latter: the method samples the tail of the model it is given. The numerical output lists the full profile and all planes.

## Values computed for the example and the checks

```
lattice: exact tail probability 1.8055e-03, split run 1.7770e-03 +- 3.8e-05
lattice: variance per source, exact 2.8493e-05, stage sum 2.8493e-05, sampled 2.8350e-05
lattice: standard error of sampled variance 4.4 % (20000 sources); wide planes, deeper tail 44 % (40000 sources)
lattice: ordinary variance 1.8022e-03, unremovable part v0 6.9801e-06
lattice: collisions per source, ordinary 15.82, split exact 263.22, split run 264.37
lattice: gain at equal work, tail 3.8, shallow score 0.117, best possible tail 5.3
ion: boron 10 keV, silicon 50 atoms/nm^3, dose 1e+15 cm^-2, cut-off 20 eV
free flight 0.2714 nm, largest impact parameter 0.1531 nm, screening length 0.01427 nm
electronic stopping at beam energy 65.0 eV/nm
splitting planes (nm), two copies each: 43.7 61.4 72.8 80.9 88.6 95.0 100.5 105.1 109.4 113.5 117.4 121.2 124.1 127.4
source ions: ordinary 20000, split 4000, second arrangement 2000
collisions per source ion: ordinary 294.4, split 796.3
total collisions (millions): ordinary 5.89, split 3.19
mean depth (nm): ordinary 46.20 +- 0.16, split 46.15 +- 0.34
largest ordinary/split difference over first 7 planes: 0.78 standard errors
window (nm) | split concentration (cm^-3) | relative error (%) | ordinary ions found
  0-10 | 4.575e+19 | 7.2 | 876
  10-20 | 8.975e+19 | 5.0 | 1680
  20-30 | 1.152e+20 | 4.3 | 2359
  30-40 | 1.444e+20 | 3.7 | 3001
  40-50 | 1.590e+20 | 3.1 | 3116
  50-60 | 1.419e+20 | 2.9 | 2992
  60-70 | 1.189e+20 | 2.9 | 2304
  70-80 | 8.103e+19 | 3.1 | 1557
  80-90 | 4.324e+19 | 3.5 | 855
  90-100 | 1.834e+19 | 4.5 | 373
  100-110 | 6.088e+18 | 5.9 | 134
  110-120 | 1.545e+18 | 8.0 | 32
  120-130 | 2.709e+17 | 11.4 | 2
fraction beyond 128 nm: 5.156e-05 +- 9.1e-06; second arrangement 4.492e-05 +- 8.9e-06
ordinary ions found beyond 128 nm: 2, expected 1.03
tail error if relatives are wrongly taken as independent: 8.9e-07 (true 9.1e-06)
gain at equal work: tail 58, window 0-21.9 nm 0.36
neglected: electronic stopping +20 %: tail fraction times 0.02 +- 0.01, mean depth 44.3 nm
neglected: electronic straggling, upper estimate: tail fraction times 0.89 +- 0.25, mean depth 45.5 nm
largest energy given to one valence electron at entry: 12.0 eV
neglected in crystalline silicon: channelling angle along <100> about 11.0 degrees
peak concentration 1.58e+20 cm^-3, boron per silicon atom 0.32 %
```
